# Why a short transistor's heat is displaced downstream from the field maximum

**Q:** I am placing the heat source in a thermal model of a short transistor. Current density times electric field is the power density, and the current is the same all along the channel. So the heat must be released where the field is largest. What is left to discuss?

**A:** Which system receives that power. The field does work on the electrons. The lattice receives heat when electrons emit phonons, and an electron can travel some distance between the two events. Let us draw up the energy account for a thin slice.

Take a steady one-dimensional current of electrons, with no recombination. Let $F(x)\ge 0$ be the force in the direction of the current of electrons, $j$ the net number of electrons passing per unit time, and $S(x)$ the net flux of kinetic energy. Backward-moving electrons count negatively in both fluxes. The power delivered by the force between $x$ and $x+dx$ is $F$ times the summed velocities of the electrons there. That sum is $j\,dx$, so the power is $jF\,dx$. If the lattice receives $H\,dx$, steady state requires

$$S(x+dx)-S(x)=jF\,dx-H\,dx .$$

Divide by $j\,dx$ and define $W=S/j$ and $h=H/j$, the energy flux and the heat per length for each transmitted electron:

$$h(x)=F(x)-\frac{dW}{dx}. \tag{1}$$

Your rule is $h=F$. It holds where the energy carried by the stream does not change with position. Where electrons are gaining energy, $dW/dx>0$ and the lattice receives less than the field supplies. Where they lose their excess, $dW/dx<0$ and it receives more.

**Q:** But the total must still be current times voltage.

**A:** It is, provided the electrons leave with the energy flux they brought in. Let $U(x)=\int_{-\infty}^x F\,dx'$ be the energy supplied up to $x$, $V$ its final value, and $W_0$ the inlet value of $W$. Integrating (1) over the whole device gives

$$\int h\,dx=V-[W(\infty)-W_0]=V \quad\text{if } W(\infty)=W_0 .$$

So the rule gets the total right and the place wrong. Note that $V$ is an energy here; the voltage is $V/e$.

**Q:** How far wrong? A displacement of a fraction of a nanometre would not trouble me.

**A:** Compare the centroids of $h$ and $F$. Multiply (1) by $x$ and integrate, writing $dW/dx=d(W-W_0)/dx$ because $W_0$ is constant. Integration by parts gives

$$\int xh\,dx=\int xF\,dx-\Big[x(W-W_0)\Big]_{-\infty}^{\infty}+\int (W-W_0)\,dx .$$

The bracket vanishes if the excess energy dies out faster than $1/|x|$ at both ends. Both $h$ and $F$ have area $V$, so division by $V$ turns the first moments into centroids:

$$\Delta\equiv\bar x_h-\bar x_F=\frac1V\int (W-W_0)\,dx. \tag{2}$$

The shift is the excess energy flux per electron, accumulated over distance and divided by the energy supplied. No particular scattering law went into this.

The heat released beyond a drain edge $x_d$ follows from integrating (1) from $x_d$ to infinity:

$$Q_d=\int_{x_d}^{\infty}h\,dx=[V-U(x_d)]+[W(x_d)-W_0]. \tag{3}$$

The first bracket is work done by the field inside the drain. The second is excess energy carried across the edge, which your rule leaves out.

**Q:** Those are statements about averages. Could the maximum of the heat still sit at the field maximum?

**A:** Equation (1) alone does not settle that; we need a law for how electrons lose energy. The simplest is relaxation over a fixed length $\lambda$, which is of the order of a constant drift speed $v$ times an energy relaxation time $\tau_E$. The two are not quite equal, because $W$ is a flux energy: in a drifting thermal gas with a three-dimensional parabolic band, heating raises $W$ by 5/3 of the rise in mean energy, so that $\lambda=5v\tau_E/3$ if heat conduction by the electrons is neglected. The law is

$$h=\frac{W-W_0}{\lambda}. \tag{4}$$

Put $u=W-W_0$. Equation (1) becomes $u'+u/\lambda=F$. Multiplying by $e^{x/\lambda}$ makes the left side $(u\,e^{x/\lambda})'$. Integrate from far upstream, where $u\,e^{x/\lambda}$ vanishes, and divide by $\lambda e^{x/\lambda}$. With $s=x-x'$,

$$h(x)=\int_0^\infty F(x-s)\,\frac{e^{-s/\lambda}}{\lambda}\,ds. \tag{5}$$

The weight has unit area, so the heat at $x$ is an average of the field at points upstream.

Suppose $F$ rises from zero to a single maximum at $x_p$ and then falls strictly towards zero. At any point on the rise, and at $x_p$ itself, the upstream average is smaller than the local value, so $h<F$. Inserting $u=\lambda h$ into $u'+u/\lambda=F$ gives

$$\lambda h'=F-h .$$

Hence $h'>0$ up to and including $x_p$: the heat is still rising where the field peaks. Further on, $F$ falls towards zero while $h$ rises, so the curves meet. There $h'=0$ and $F'<0$, which means that $h-F$ is increasing. This is true at every meeting point past $x_p$, so there can be just one. After it $h>F$ and $h'<0$. In this model the heat maximum is therefore strictly downstream of the field maximum, where the heat curve crosses the field curve.

The centroid follows from (2) and (4): $\int(W-W_0)\,dx=\lambda\int h\,dx=\lambda V$, so $\Delta=\lambda$ whatever the shape of the field.

**Q:** Then there must be a limit in which I am right.

**A:** There is: $\lambda$ much shorter than the distance over which the field changes. Expand $F(x-s)$ in (5) and use $\int_0^\infty s^k e^{-s/\lambda}ds/\lambda=k!\,\lambda^k$:

$$h\sim F-\lambda F'+\lambda^2F''-\cdots .$$

The sign $\sim$ marks an asymptotic series: for small $\lambda$ the first few terms are a good approximation, but the full sum need not converge. The leading term is your rule. To find the peak, set $h'=0$ at $x_p+\delta$. Since $F'(x_p)=0$, we have $F'(x_p+\delta)\approx F''(x_p)\,\delta$, and to leading order

$$F''(x_p)\,\delta-\lambda F''(x_p)=0\quad\Rightarrow\quad \delta=\lambda ,$$

if $F''(x_p)\neq0$. The peak moves by about $\lambda$, which is then small compared with the width of the field.

**Q:** Let us have numbers for a short device.

**A:** Take a model with round parameters, not a particular material. I use nm, meV and fs, since atomic units are unnatural for a device. The force is

$$F=\frac{V}{2a}\,\mathrm{sech}^2\frac{x-x_p}{a},\qquad U=\frac V2\left(1+\tanh\frac{x-x_p}{a}\right)=\frac{V}{1+e^{-2(x-x_p)/a}},$$

with $V=600$ meV, $x_p=15$ nm and $a=4$ nm. The largest force is $600/(2\times4)=75$ meV/nm. The drain begins at $x_d=20$ nm, and the field work done inside it is

$$V-U(x_d)=\frac{600}{1+e^{2.5}}=45.5\ \text{meV},$$

or 7.6% of the total. Your rule would put that share of the heat in the drain.

With $\lambda=20$ nm, integrating the relaxation equation puts the heat maximum at 20.0 nm, practically on the drain edge, and 78% of the heat beyond it. A hand estimate explains the share, though not the position of the maximum. Replace the field by a point source at $x_p$. By (5), the heat then falls as $e^{-(x-x_p)/\lambda}$, and the share beyond $x_d$ is

$$e^{-(x_d-x_p)/\lambda}=e^{-5/20}=0.78 .$$

The same estimate shows when the drain receives only a small part. For a share below one tenth, the edge must lie more than $\lambda\ln10$, or 46 nm, beyond the field maximum. Downstream does not by itself mean in the drain.

With $\lambda=0.4$ nm, a tenth of $a$, the peak moves by about 0.4 nm, as the short-length limit predicts.

**Q:** You chose $\lambda$. Why should electrons not simply lose energy faster where the field is stronger?

**A:** Because, in the usual semiclassical description, the emission rate depends on the electron's energy, not directly on the force acting on it. Consider a cold lattice, so that phonons are emitted but not absorbed, with one phonon energy $\hbar\omega$. For a three-dimensional parabolic band and a constant coupling, the golden rule makes the emission rate proportional to the density of final states, hence to $\sqrt{K-\hbar\omega}$ for kinetic energy $K>\hbar\omega$. The speed is proportional to $\sqrt K$. Rate divided by speed is the emission probability per length of path:

$$r(K)=\frac1{\ell_0}\sqrt{1-\frac{\hbar\omega}{K}}\quad(K>\hbar\omega),\qquad r=0\ \text{otherwise}. \tag{6}$$

Here $\ell_0$ is the mean path at high energy. The probability never exceeds $1/\ell_0$, however strong the field. This ceiling belongs to the assumed band. In a two-dimensional channel the density of final states is constant above the threshold, so $r\propto1/\sqrt K$ is largest just above it. In a nonparabolic band the density of states grows faster and the speed more slowly, so $r$ keeps rising with energy. The bound, the numbers and the shape of the profile below would then change.

First let every electron keep moving forward. Let $P_n(x)$ be the probability that it has emitted $n$ phonons by the time it reaches $x$. Its kinetic energy is then $K_n=W_0+U(x)-n\hbar\omega$. With $r_n=r(K_n)$ and $r_{-1}P_{-1}=0$,

$$\frac{dP_n}{dx}=-r_nP_n+r_{n-1}P_{n-1},\qquad h=\hbar\omega\sum_n r_nP_n. \tag{7}$$

This agrees with (1). Since $W=\sum_nP_nK_n$, $\sum_nP_n=1$ and $dK_n/dx=F$,

$$\frac{dW}{dx}=F+\sum_nK_n\frac{dP_n}{dx}=F+\sum_n r_nP_n(K_{n+1}-K_n)=F-h .$$

In the second step, the gain term was relabelled by $n\to n+1$. The last step uses $K_{n+1}-K_n=-\hbar\omega$.

Because $r_n\le1/\ell_0$ and the probabilities sum to one,

$$h\le\frac{\hbar\omega}{\ell_0}. \tag{8}$$

Take $\hbar\omega=50$ meV and $\ell_0=10$ nm. The lattice can then receive at most 5 meV/nm from each one-way electron, while the field supplies up to 75 meV/nm. Most of the energy supplied near the field maximum has to travel on.

**Q:** Does that settle the drain share, or merely suggest it?

**A:** It gives a lower bound. Take $W_0=25$ meV. Emission starts at $x_{\rm on}$, where $W_0+U=\hbar\omega$, so $U(x_{\rm on})=25$ meV $=V/24$. From the formula for $U$, $1+e^{-2(x_{\rm on}-x_p)/a}=24$, and therefore

$$x_{\rm on}=x_p-\frac a2\ln23=15-2\ln23=8.73\ \text{nm}.$$

The heat released before the drain is at most $5\times(20-8.73)=56.4$ meV. At least $600-56.4=543.6$ meV, or 90.6%, is released in the drain. Solving (7) gives 92.5%. In terms of (3), this is 45.5 meV of field work in the drain plus 509.5 meV carried in, together 555.0 meV.

The total is also accounted for. An electron has $25+600=625$ meV to dispose of. It emits twelve phonons, which take 600 meV, and keeps 25 meV, too little for another. So $W$ returns to $W_0$, as (2) and (3) require. This works out because I chose $V$ to be a whole number of phonon energies; otherwise the electron would keep a different energy, and the heat would differ from $V$ by that difference.

The centroid shift is 66 nm, both from the heat profile and from the energy flux in (2). An independent simulation of individual one-way electrons gives 66.1 nm with a standard error of 0.2 nm.

**Q:** Sixty-six nanometres is several times the distance from the emission onset to the drain edge. Can I see that size without solving twelve equations?

**A:** Let the whole energy drop occur at one point. Before its $j$th emission the electron has $K_j=W_0+V-(j-1)\hbar\omega$ and mean path $\ell_j=1/r(K_j)$. The $j$th phonon is emitted at the mean distance $\ell_1+\cdots+\ell_j$. Average this over the $N$ phonons. The path $\ell_i$ appears in the sums for $j=i,\dots,N$, which is $N-i+1$ times:

$$\Delta_{\rm abrupt}=\frac1N\sum_{i=1}^N(N-i+1)\,\ell_i. \tag{9}$$

If every path were $\ell_0$, the sum of the integers would give $(N+1)\ell_0/2=65$ nm for $N=12$. The true paths are longer than $\ell_0$, most of all near the threshold, and (9) gives 70.4 nm. This exceeds the result for the smooth field by about 7% of the latter.

The profile is then hardly a hot spot at all. Its maximum is 4.8 meV/nm at 23 nm, but it stays above half that value from 10 to 134 nm. The reason is in (6): as long as $K$ is well above $\hbar\omega$, the square root is close to one and the loss per length hardly depends on energy. Some heat is released before the field maximum too; the displacement concerns the bulk and the maximum of the heat, not every phonon.

**Q:** Your electrons never turn around. Real scattering changes their direction. Won't they go back and heat the channel after all?

**A:** Some do. Let each emission send the electron in a random direction in three dimensions. Its kinetic energy, including transverse motion, is still $W_0+U(x)-n\hbar\omega$, and it cannot be negative. After at least one emission this requires

$$U(x)\ge n\hbar\omega-W_0\ge\hbar\omega-W_0=U(x_{\rm on}).$$

A scattered electron, treated as a classical particle, therefore cannot get behind $x_{\rm on}$, and since $W_0<\hbar\omega$ that point is inside the field region. One emission is enough to prevent return to the source. In a simulation of 16,000 electrons, the furthest return was to 8.73 nm, the calculated limit.

Equations (1) to (3) still hold, because they were written with net fluxes. The simulated centroid shift is 19.4 nm, with a standard error of 0.1 nm. Recorded emission positions and recorded energy flux agree on it. Random directions make the motion oblique as well as sometimes reversing it. Together these effects reduce the shift to less than a third of its one-way value, but the drain still receives

$$45.5+452.0=497.5\ \text{meV},$$

which is 83% of the heat. At a current of 1 mA, that is 0.50 mW out of 0.60 mW.

**Q:** And where is the heat most concentrated now?

**A:** Here are averages over 5 nm intervals, in meV/nm:

| Interval (nm) | Field work | Heat, random directions |
|---|---:|---:|
| 10–15 | 50.9 | 5.2 |
| 15–20 | 50.9 | 14.8 |
| 20–25 | 8.3 | 20.7 |
| 25–30 | 0.7 | 18.4 |
| 40–45 | 0.0 | 8.9 |

The largest listed value is in the first 5 nm of the drain. These intervals do not locate the maximum more finely than that.

**Q:** But 20.7 is above your limit of 5 meV/nm.

**A:** That limit was derived for one-way motion, where an electron covers 1 nm of path for each nanometre of $x$. With random directions it moves obliquely and may cross the same slice several times. The limit then becomes $\hbar\omega/\ell_0$ times the path length travelled per unit of $x$. A heat density of 20.7 meV/nm requires at least $20.7/5\approx4$ nm of path per nanometre in that interval. This is why (8) must not be applied to a real device without asking how the electrons move, and in what band.

**Q:** Your chosen $\lambda=20$ nm is close to this shift of 19.4 nm. May I use the relaxation formula in my thermal model?

**A:** For the centroid, yes, if you set $\lambda$ equal to the shift. The closeness here is a coincidence of round parameters, and the distribution is not the same. The relaxation formula with 20 nm puts 78% in the drain, against 83% in the simulation. Reducing $\lambda$ to 19.4 nm would not help: by (5), $W-W_0=\int_0^\infty F(x-s)\,e^{-s/\lambda}ds$, which becomes smaller when $\lambda$ is reduced, and so does the drain heat in (3).

The percentages belong to this model. It leaves out phonon absorption, elastic scattering by impurities and interfaces (which can send an electron back to the source before it has emitted, and changes directions in a doped drain without taking energy), collisions between electrons, the detailed band structure and the response of the field to the moving charge. Contact barriers, where the force can oppose the current, are also left out. So is the energy broadening caused by frequent emission. For a mass of 0.3 electron masses, the mean emission time at full energy is $\tau=12.2$ fs, and $\hbar/\tau$ is about 54 meV, as large as the phonon energy. Treating the emissions as separate events is therefore a simplification here. So is the sharp threshold, for another reason. Near a turning point an electron wave spreads over a length of about $(\hbar^2/2mF)^{1/3}$, where $m$ is the electron's mass in the material. At $x_{\rm on}$, where $F=12$ meV/nm, this is 2.2 nm, and the force times that length is 26 meV, half a phonon energy. The model is not a quantitative description of a real material. With absorption, (1) still holds if $h$ means the net heat given to the lattice, but the shift must be computed afresh.

Finally, $h$ is the source term in your thermal model, not the temperature. The emitted phonons travel before they settle into a local temperature, and the hottest point also depends on how heat leaves the device. What you should change is the source: replace $F$ by $F-dW/dx$, and extend the heated region into the drain as far as the electrons still carry excess energy. The numerical output below gives some further intervals, for both kinds of motion.

## Computed values

```
Energy drop 600 meV; inlet energy 25 meV
Field maximum at 15 nm; width parameter 4 nm
Drain edge 20 nm; phonon energy 50 meV
High-energy emission path 10 nm; mass 0.3 m_e
Phonons per electron: 12
Largest force: 75.0 meV/nm
Largest possible one-way loss: 5.0 meV/nm
Speed at full energy: 0.856 nm/fs
Mean emission time at full energy: 12.2 fs
Emission onset position: 8.73 nm
Field work done in drain: 45.5 meV
Field work share in drain: 7.6 %
-- relaxation-length model
Chosen relaxation length: 20.0 nm
Centroid shift: 20.00 nm
Heat maximum at: 19.98 nm
Heat share in drain: 78.3 %
Peak shift for length 0.4 nm: 0.40 nm
-- one-way phonon ladder
Centroid shift from heat: 66.03 nm
Centroid shift from energy flux: 66.03 nm
Abrupt-drop shift, path sum: 70.45 nm
Abrupt-drop shift, ladder: 70.45 nm
Heat maximum: 4.77 meV/nm at 23.0 nm
Above half maximum: 9.8 to 133.6 nm
Excess energy carried into drain: 509.5 meV
Heat share in drain: 92.5 %
Lower bound on that share: 90.6 %
Trajectory check, shift: 66.13 nm
Trajectory check, standard error: 0.18 nm
Trajectory check, drain share: 92.5 %
-- isotropic emission, 16000 electrons
Centroid shift from heat: 19.42 nm
Standard error of shift: 0.09 nm
Centroid shift from energy flux: 19.42 nm
Excess energy carried into drain: 452.0 meV
Heat share in drain: 82.9 %
Same share from energy flux: 82.9 %
Furthest return after an emission: 8.73 nm
Total power at 1 mA: 0.600 mW
Isotropic drain power: 0.498 mW
-- bin means in meV/nm: field work, one-way heat, isotropic heat
5-10 nm: 8.30, 0.45, 0.46
10-15 nm: 50.90, 3.85, 5.24
15-20 nm: 50.90, 4.70, 14.79
20-25 nm: 8.30, 4.77, 20.69
25-30 nm: 0.74, 4.76, 18.42
30-35 nm: 0.06, 4.75, 14.63
40-45 nm: 0.00, 4.72, 8.90
60-65 nm: 0.00, 4.60, 2.80
100-105 nm: 0.00, 3.74, 0.21
```
